# Radial Stress at the Edge of a Cooled Through-Silicon Via: a program that tests the result

```python
"""Thermal stress at the edge of a through-silicon via.

Result under test: a long elastic via in unbounded silicon, with equal
E and nu, cooled by a temperature drop, has the edge radial stress
    S = E * e / (2 * (1 - nu)),   e = expansion mismatch * drop,
positive in tension. For a cylinder of outer radius b and via radius a,
S is multiplied by 1 - (a/b)**2. A thin slice has E*e/2 instead of S.

The independent road is a radial finite-element calculation built from
the 3D stiffness matrix. Its lengths are in units of the via radius.
Strain and stress components are ordered radial, hoop, axial.
"""
import numpy as np


def finite_elements(E, nu, ratio, free_via, free_si, axial):
    """axial: a prescribed strain, 'free' (no net force) or 'thin'."""
    lam = E * nu / ((1 + nu) * (1 - 2 * nu))
    mu = E / (2 * (1 + nu))
    C = lam * np.ones((3, 3)) + 2 * mu * np.eye(3)
    if axial == "thin":  # eliminate axial strain by zero axial stress
        C = C - np.outer(C[:, 2], C[2]) / C[2, 2]
    edge = 20
    r = np.concatenate([np.linspace(0, 1, edge + 1),
                        np.geomspace(1, ratio, 601)[1:]])
    N = len(r)
    K = np.zeros((N + 1, N + 1))
    F = np.zeros(N + 1)
    for i in range(N - 1):
        if i == edge:  # keep the part assembled from the via alone
            K_via, F_via = K.copy(), F.copy()
        h = r[i + 1] - r[i]
        free = free_via if i < edge else free_si
        idx = [i, i + 1, N]
        for g in (-1 / np.sqrt(3), 1 / np.sqrt(3)):
            x = r[i] + h * (1 + g) / 2
            s = (x - r[i]) / h
            B = np.array([[-1 / h, 1 / h, 0],
                          [(1 - s) / x, s / x, 0],
                          [0, 0, 1]])
            weight = x * h / 2
            K[np.ix_(idx, idx)] += B.T @ C @ B * weight
            F[idx] += B.T @ C @ (free * np.ones(3)) * weight
    q = np.zeros(N + 1)
    fixed = [0]
    if axial != "free":
        fixed.append(N)
        q[N] = 0.0 if axial == "thin" else axial
    active = np.setdiff1d(np.arange(N + 1), fixed)
    rhs = F[active] - K[np.ix_(active, fixed)] @ q[fixed]
    q[active] = np.linalg.solve(K[np.ix_(active, active)], rhs)
    # force that the silicon exerts on the via, per unit edge length
    traction = (K_via @ q - F_via)[edge]
    u = q[:N]
    mid = (r[1:] + r[:-1]) / 2
    strain = np.array([np.diff(u) / np.diff(r),
                       (u[1:] + u[:-1]) / 2 / mid,
                       np.full(N - 1, q[N])])
    free_strain = np.where(mid < 1, free_via, free_si)
    stress = C @ (strain - free_strain)
    return traction, u[edge], q[N], mid, stress


def edge_stress(E, nu, e):
    return E * e / (2 * (1 - nu))


def von_mises(s):
    return np.sqrt(((s[0] - s[1])**2 + (s[1] - s[2])**2
                    + (s[2] - s[0])**2) / 2)


E = 130e9           # Pa
nu = 0.28
mismatch = 14.4e-6  # 1/K
drop = 250.0        # K
radius = 2.5e-6     # m

e = mismatch * drop
S = edge_stress(E, nu, e)
mu = E / (2 * (1 + nu))
lam = E * nu / ((1 + nu) * (1 - 2 * nu))
A = -(1 + nu) * e / (2 * (1 - nu))

# Isolated via: edge traction, displacement and all stress components
T, u_edge, _, x, stress = finite_elements(E, nu, 100, -e, 0.0, 0.0)
assert T > 0
assert abs(T / S - 1) < 3e-4       # outer radius is finite: 1e-4 effect
assert abs(u_edge / A - 1) < 3e-4
via = x < 1
si = ~via
assert np.allclose(stress[:2, via], S, rtol=0, atol=1e-3 * S)
assert np.allclose(stress[2, via], 2 * S, rtol=0, atol=1e-3 * S)
assert np.allclose(stress[0, si], S / x[si]**2, rtol=0, atol=1e-3 * S)
assert np.allclose(stress[1, si], -S / x[si]**2, rtol=0, atol=1e-3 * S)
assert np.allclose(stress[2, si], 0, rtol=0, atol=1e-3 * S)

# Keeping silicon's own contraction changes neither stress nor mismatch
own = -3e-6 * drop
T_own, u_own, _, _, stress_own = finite_elements(
    E, nu, 100, own - e, own, own)
assert abs(T_own / T - 1) < 1e-6
assert abs((u_own - own) / u_edge - 1) < 1e-6
assert np.allclose(stress_own, stress, rtol=0, atol=1e-6 * S)

# Other Poisson ratios, finite cylinders, three axial conditions
for n in (0.05, 0.28, 0.42):
    for ratio in (2, 10):
        S_n = edge_stress(E, n, e)
        factor = 1 - 1 / ratio**2
        T_fix = finite_elements(E, n, ratio, -e, 0.0, 0.0)[0]
        T_free, _, ez, _, _ = finite_elements(
            E, n, ratio, -e, 0.0, "free")
        T_thin = finite_elements(E, n, ratio, -e, 0.0, "thin")[0]
        assert abs(T_fix / (S_n * factor) - 1) < 1e-4
        assert abs(T_free / (S_n * factor) - 1) < 1e-4
        assert abs(ez / (-e / ratio**2) - 1) < 1e-3
        assert abs(T_thin / (E * e / 2 * factor) - 1) < 1e-4

# Von Mises stress on both sides of the edge
vm_via = von_mises(np.array([S, S, 2 * S]))
vm_si = von_mises(np.array([S, -S, 0.0]))
vm_fe = von_mises(stress)
first_si = np.argmax(si)
assert abs(vm_fe[first_si - 1] / vm_via - 1) < 2e-3
assert abs(vm_fe[first_si] * x[first_si]**2 / vm_si - 1) < 2e-3

# The stated value, rounded to the nearest MPa
assert round(S / 1e6) == 325

print(f"Young modulus E: {E/1e9:.1f} GPa")
print(f"Poisson ratio: {nu:.2f}")
print(f"expansion mismatch: {mismatch*1e6:.1f} ppm/K")
print(f"temperature drop: {drop:.0f} K")
print(f"via radius: {radius*1e6:.2f} um")
print(f"mismatch strain e: {e:.6f}")
print(f"E*e: {E*e/1e6:.2f} MPa")
print(f"2*mu: {2*mu/1e9:.4f} GPa")
print(f"2*(lambda+mu): {2*(lam+mu)/1e9:.4f} GPa")
print(f"3*lambda+2*mu: {(3*lam+2*mu)/1e9:.4f} GPa")
print(f"via in-plane strain A: {A:.6f}")
print(f"edge displacement: {A*radius*1e9:.3f} nm")
print(f"edge radial stress S: {S/1e6:.2f} MPa")
print(f"edge radial stress S: {S:.4e} Pa")
print(f"finite elements, b/a=100: {T/1e6:.2f} MPa")
print(f"via hoop stress: {S/1e6:.2f} MPa")
print(f"via axial stress: {2*S/1e6:.2f} MPa")
print(f"silicon hoop stress at edge: {-S/1e6:.2f} MPa")
print(f"von Mises stress in via: {vm_via/1e6:.2f} MPa")
print(f"von Mises stress in silicon at edge: {vm_si/1e6:.2f} MPa")
for distance in (2, 3, 5):
    print(f"silicon radial stress at r={distance}a: "
          f"{S/distance**2/1e6:.2f} MPa")
for ratio in (2, 5, 10):
    print(f"edge radial stress for b={ratio}a: "
          f"{S*(1-1/ratio**2)/1e6:.2f} MPa")
    print(f"force-free axial strain for b={ratio}a: "
          f"{-e/ratio**2:.6f}")
print(f"thin-slice edge radial stress: {E*e/2/1e6:.2f} MPa")
print(f"ratio long via / thin slice: {S/(E*e/2):.4f}")
print("checks complete")
```

Printed output:

```
Young modulus E: 130.0 GPa
Poisson ratio: 0.28
expansion mismatch: 14.4 ppm/K
temperature drop: 250 K
via radius: 2.50 um
mismatch strain e: 0.003600
E*e: 468.00 MPa
2*mu: 101.5625 GPa
2*(lambda+mu): 230.8239 GPa
3*lambda+2*mu: 295.4545 GPa
via in-plane strain A: -0.003200
edge displacement: -8.000 nm
edge radial stress S: 325.00 MPa
edge radial stress S: 3.2500e+08 Pa
finite elements, b/a=100: 324.97 MPa
via hoop stress: 325.00 MPa
via axial stress: 650.00 MPa
silicon hoop stress at edge: -325.00 MPa
von Mises stress in via: 325.00 MPa
von Mises stress in silicon at edge: 562.92 MPa
silicon radial stress at r=2a: 81.25 MPa
silicon radial stress at r=3a: 36.11 MPa
silicon radial stress at r=5a: 13.00 MPa
edge radial stress for b=2a: 243.75 MPa
force-free axial strain for b=2a: -0.000900
edge radial stress for b=5a: 312.00 MPa
force-free axial strain for b=5a: -0.000144
edge radial stress for b=10a: 321.75 MPa
force-free axial strain for b=10a: -0.000036
thin-slice edge radial stress: 234.00 MPa
ratio long via / thin slice: 1.3889
checks complete
```
